# Phonon frequency shift and width from the electron-hole bubble

A vibrating lattice in a metal pushes on the conduction electrons, and the electrons push back. If they follow the ions without delay, they only change the restoring force, and so the phonon frequency. If they lag, they can also take energy from the vibration, and the phonon line acquires a width. How do the shift and the width follow from one response function?

I use Hartree atomic units, with $\hbar=1$ and $k_B=1$, and write $\beta=1/T$.

## One phonon and one electronic transition

Take two electronic levels separated by $\Delta>0$, with occupations $f_1$ and $f_2$, and one oscillator that drives transitions between them:

$$H=\varepsilon_1n_1+\varepsilon_2n_2+\omega_0b^\dagger b+gRA,\qquad R=c_2^\dagger c_1+c_1^\dagger c_2,\quad A=b+b^\dagger .$$

The displacement is $u=A/\sqrt{2\omega_0}$ for unit mass. From $i\dot b=[b,H]=\omega_0b+gR$ and its adjoint,

$$i\dot A=\omega_0(b-b^\dagger),\qquad i(\dot b-\dot b^\dagger)=\omega_0A+2gR .$$

Differentiating the first equation and inserting the second gives

$$\ddot A=-\omega_0^2A-2\omega_0gR. \tag{1}$$

The factor $2\omega_0$ in the final phonon equation comes from here.

Now let $a=\langle A\rangle$ be small and vary as $e^{-i\omega t}$. Since $[c_1^\dagger c_2,c_2^\dagger c_1]=n_1-n_2$,

$$i\frac{d}{dt}c_1^\dagger c_2=\Delta\,c_1^\dagger c_2+gA(n_1-n_2).$$

In mean field I replace $\langle A(n_1-n_2)\rangle$ by $a(f_1-f_2)$, which neglects correlations between the oscillator and the electrons; within mean field the occupations themselves change only at order $a^2$. At a fixed frequency away from $\omega_0$ the neglected correlations enter at higher order in $g$, so the result below is the response to order $g^2$ only. The reverse transition has $\Delta\to-\Delta$ and $f_1\leftrightarrow f_2$. Hence

$$\langle c_1^\dagger c_2\rangle=\frac{ga(f_1-f_2)}{\omega-\Delta},\qquad
\langle c_2^\dagger c_1\rangle=-\frac{ga(f_1-f_2)}{\omega+\Delta}.$$

Put their sum into the average of (1) and cancel $-a$:

$$\omega^2=\omega_0^2+2\omega_0\Pi(\omega),\qquad
\Pi(\omega)=g^2(f_1-f_2)\frac{2\Delta}{\omega^2-\Delta^2}. \tag{2}$$

**Slow limit.** For $f_1=1$, $f_2=0$ and $\omega\ll\Delta$, $\Pi\to-2g^2/\Delta$: the phonon softens. The energy at fixed displacement gives the same result. The lower level, measured from the midpoint, moves to $-\sqrt{\Delta^2/4+g^2a^2}\simeq-\Delta/2-g^2a^2/\Delta$, while the elastic energy is $\omega_0^2u^2/2=\omega_0a^2/4$. The coefficient of $a^2$ changes from $\omega_0/4$ to $\omega_0/4-g^2/\Delta$. At fixed mass the squared frequency scales with this coefficient, so $\omega^2=\omega_0^2-4\omega_0g^2/\Delta$, as in (2).

**Fast limit.** For $\omega>\Delta$ the sign of $\Pi$ is reversed and the phonon hardens. In both cases the phonon is pushed away from the transition. With a single transition $\Pi$ is real for real $\omega$, so it gives no width. A width needs a continuum of transitions.

**Fractional occupations.** For $f_1=1$, $f_2=0$ and $\omega_0$ away from $\Delta$, the root of (2) near $\omega_0$ is the phonon frequency to order $g^2$. For fractional occupations it is an average. The isolated system is in a definite configuration: lower level filled, with probability $f_1(1-f_2)$ and shift $2\Delta g^2/(\omega_0^2-\Delta^2)$; upper level filled, with probability $f_2(1-f_1)$ and the opposite shift; or both levels empty or both filled, with no shift. The exact spectrum has three lines near $\omega_0$, and (2) gives their weighted mean, which is proportional to $f_1-f_2$.

## A crystal: the free phonon propagator

For $N$ cells and one phonon branch, take

$$H=\sum_{k\sigma}\varepsilon_kc^\dagger_{k\sigma}c_{k\sigma}+\omega_0\sum_q\left(b_q^\dagger b_q+\tfrac12\right)+\frac1{\sqrt N}\sum_{q\ne0}R_qA_q,$$

$$R_q=\sum_{k\sigma}g_{k,q}c^\dagger_{k+q,\sigma}c_{k\sigma},\qquad A_q=b_q+b^\dagger_{-q}.$$

Hermiticity requires $R_q^\dagger=R_{-q}$, and $A_q^\dagger=A_{-q}$ follows from the definition. The uniform mode $q=0$ is left out; below, $q\to0$ means small but nonzero $q$. There is no electron-electron interaction in $H$, and $\omega_0$ is the frequency before these electrons respond.

Define the imaginary-time propagator

$$D(q,\tau)=-\langle T_\tau A_q(\tau)A_q^\dagger(0)\rangle,\qquad
D(q,i\nu)=\int_0^\beta d\tau\,e^{i\nu\tau}D(q,\tau),$$

with $\nu=2\pi nT$ and $n$ an integer. Without coupling, $A_q(\tau)=b_qe^{-\omega_0\tau}+b_{-q}^\dagger e^{\omega_0\tau}$. With the Bose occupation $n_B=1/(e^{\beta\omega_0}-1)$, for $0<\tau<\beta$,

$$D_0(\tau)=-(1+n_B)e^{-\omega_0\tau}-n_Be^{\omega_0\tau}.$$

Integrate, using $e^{i\nu\beta}=1$:

$$D_0(i\nu)=\frac{(1+n_B)(1-e^{-\beta\omega_0})}{i\nu-\omega_0}-\frac{n_B(e^{\beta\omega_0}-1)}{i\nu+\omega_0}.$$

Both numerators equal one. Therefore

$$D_0(i\nu)=\frac1{i\nu-\omega_0}-\frac1{i\nu+\omega_0}=\frac{2\omega_0}{(i\nu)^2-\omega_0^2}. \tag{3}$$

## Second order gives the bubble

Let $V$ be the coupling term. Expanding $T_\tau\exp[-\int_0^\beta V(\tau')d\tau']$, odd orders vanish because they contain an odd number of phonon operators. At second order,

$$D_2(\tau)=-\frac12\int_0^\beta\!\!d\tau_1\int_0^\beta\!\!d\tau_2\,\langle T_\tau V(\tau_1)V(\tau_2)A_q(\tau)A_q^\dagger(0)\rangle_{0,\rm conn}.$$

The disconnected part is cancelled by the normalization. In the connected part, $A_q(\tau)$ must pair with $A_{-q}$ from one vertex, and $A_q^\dagger(0)$ with $A_q$ from the other. The two choices of vertex cancel the factor $1/2$. Each phonon pairing is $-D_0$, and the two minus signs cancel:

$$D_2(\tau)=\int_0^\beta\!\!d\tau_1\int_0^\beta\!\!d\tau_2\,D_0(\tau-\tau_1)\Pi(\tau_1-\tau_2)D_0(\tau_2),$$

$$\Pi(\tau)=-\frac1N\langle T_\tau R_q^\dagger(\tau)R_q(0)\rangle_0 . \tag{4}$$

For $q\ne0$, $\langle R_q\rangle_0=0$, so Wick's theorem leaves one electron pairing. The operator order is $c_k^\dagger(\tau)c_{k+q}(\tau)c_{k+q}^\dagger(0)c_k(0)$. Its pairs are nested, so no extra sign appears. With $f_k$ the Fermi occupation, the pair factors are $f_ke^{\varepsilon_k\tau}$ and $(1-f_{k+q})e^{-\varepsilon_{k+q}\tau}$; the chemical potential cancels from the exponents. Spin gives a factor 2:

$$\Pi(\tau)=-\frac2N\sum_k|g_{k,q}|^2f_k(1-f_{k+q})e^{(\varepsilon_k-\varepsilon_{k+q})\tau}.$$

Its transform contains

$$-\int_0^\beta d\tau\,e^{(i\nu+\varepsilon_k-\varepsilon_{k+q})\tau}
=-\frac{e^{\beta(\varepsilon_k-\varepsilon_{k+q})}-1}{i\nu+\varepsilon_k-\varepsilon_{k+q}}.$$

The Fermi function satisfies $f_ke^{\beta(\varepsilon_k-\mu)}=1-f_k$ and $(1-f_{k+q})e^{-\beta(\varepsilon_{k+q}-\mu)}=f_{k+q}$. The numerator, including the occupations, is thus

$$-f_{k+q}(1-f_k)+f_k(1-f_{k+q})=f_k-f_{k+q},$$

and

$$\boxed{\Pi(q,i\nu)=\frac2N\sum_k|g_{k,q}|^2\frac{f_k-f_{k+q}}{i\nu+\varepsilon_k-\varepsilon_{k+q}}} \tag{5}$$

This is the electron-hole bubble.

**Return to two levels.** A ring of two cells has two momenta, and $q=\pi$ interchanges them. With constant $g$, the spin factor cancels $1/N=1/2$, and the two terms of (5) become (2) with $\omega$ replaced by $i\nu$.

This small system also shows what second order leaves out. Set $\omega_0=1$, with levels $-0.4$ and $0.5$, $\mu=0.1$ and $T=0.2$. Then $f_1-f_2=0.805$, $\Delta=0.9$ and the first nonzero frequency is $\nu=2\pi T=1.257$. Equation (2) gives

$$\frac{\Pi}{g^2}=-0.805\,\frac{1.8}{1.257^2+0.9^2}=-0.606 .$$

Diagonalizing the full Hamiltonian, with the $q=\pi$ mode restricted to eight oscillator states, gives $D$ from its eigenstates, and $D_0^{-1}-D^{-1}$ is the complete self-energy. It differs from the bubble by a fraction $2.0\times10^{-4}$ at $g=0.02$ and $4.9\times10^{-5}$ at $g=0.01$. The fraction falls by four when $g$ is halved, so at this fixed frequency the omitted self-energy is of order $g^4$. This does not carry over to real frequencies within order $g^2$ of $\omega_0$. There, as for the single transition, each electron configuration of this small ring gives its own shift of order $g^2$, and the bubble gives only the mean of the split lines.

## Repeated response: the Dyson equation

The second-order correction $D_0\Pi D_0$ has a double pole at $\omega_0$, whereas a shifted phonon needs a displaced pole. The response must therefore be repeated. Momentum conservation keeps the same $q$ between successive insertions, and with one branch there is no other mode to enter. Let $\Pi$ denote the sum of all insertions that cannot be separated by cutting one phonon line. Every contribution is either $D_0$ alone or $D_0$, a first insertion, and then any complete propagation:

$$D=D_0+D_0\Pi D\quad\Longrightarrow\quad D^{-1}=D_0^{-1}-\Pi .$$

With (3),

$$D(q,i\nu)=\frac{2\omega_0}{(i\nu)^2-\omega_0^2-2\omega_0\Pi(q,i\nu)} . \tag{6}$$

Equation (6) holds for the complete irreducible $\Pi$. Using (5) for it is the approximation. If several branches are coupled by the electrons, $\Pi$ is a matrix, and this scalar equation does not apply.

The retarded propagator follows from $i\nu\to\omega+i0$. Its poles satisfy

$$\boxed{\omega^2=\omega_0^2+2\omega_0\Pi(q,\omega)} \tag{7}$$

## Real and imaginary parts

From $1/(x+i0)=\mathcal P(1/x)-i\pi\delta(x)$, with $\mathcal P$ the principal value,

$$\operatorname{Im}\Pi(q,\omega)=-\frac{2\pi}{N}\sum_k|g_{k,q}|^2(f_k-f_{k+q})\,\delta(\omega-\varepsilon_{k+q}+\varepsilon_k). \tag{8}$$

For $\omega>0$ the delta function selects $\varepsilon_{k+q}>\varepsilon_k$. In thermal equilibrium $f_k\ge f_{k+q}$ there, hence $\operatorname{Im}\Pi\le0$.

Write a damped pole as $\omega_p=\Omega-i\gamma$, so that $e^{-i\omega_pt}=e^{-i\Omega t}e^{-\gamma t}$. The two parts of (7) are

$$\Omega^2-\gamma^2=\omega_0^2+2\omega_0\operatorname{Re}\Pi(\omega_p),\qquad
\Omega\gamma=-\omega_0\operatorname{Im}\Pi(\omega_p). \tag{9}$$

Which $\Pi$ belongs at a point below the real axis? The sum (5), evaluated there directly, is the complex conjugate of its value at the mirror point above. Just below the axis it therefore has a positive imaginary part and contradicts the second equation in (9). The function needed is the retarded $\Pi$ continued downward through the axis. This presupposes a continuum, obtained by letting $N\to\infty$ first.

For weak coupling put $\omega_p=\omega_0+\delta$ in (7):

$$2\omega_0\delta+\delta^2=2\omega_0[\Pi(\omega_0)+\delta\,\Pi'(\omega_0)+\cdots].$$

Solving order by order,

$$\delta=\Pi+\Pi\Pi'-\frac{\Pi^2}{2\omega_0}+O(g^6), \tag{10}$$

with every function taken at $\omega_0$. The first term identifies

$$\boxed{\Omega-\omega_0\simeq\operatorname{Re}\Pi(\omega_0),\qquad \gamma\simeq-\operatorname{Im}\Pi(\omega_0)} \tag{11}$$

This requires $|\Pi|\ll\omega_0$ and $|\Pi'|\ll1$, with $\Pi$ smooth across the line. The next terms in (10) are of order $g^4$, as is the self-energy missing from the bubble. Solving (7) more accurately with the bubble is therefore not a complete calculation to order $g^4$.

**Why $\gamma$ is a half-width.** Near the line, at leading order, the denominator of $D$ is $2\omega_0[\omega-\omega_0-\Pi(\omega_0)]$. The spectral function is

$$B(\omega)=-\frac1\pi\operatorname{Im}D\simeq\frac1\pi\frac{\gamma}{(\omega-\Omega)^2+\gamma^2}.$$

It falls to half its maximum at $\omega=\Omega\pm\gamma$. The half-width at half maximum is $\gamma$ and the full width is $2\gamma$. The amplitude decays as $e^{-\gamma t}$, and the energy, quadratic in amplitude, as $e^{-2\gamma t}$.

The golden rule gives the same factor. For a mode with $n$ quanta, absorption by electrons has weight $nf_k(1-f_{k+q})$ and the reverse emission has weight $(n+1)f_{k+q}(1-f_k)$. The terms proportional to $n$ combine into $f_k-f_{k+q}$. Their rate is $(4\pi/N)\sum_k|g_{k,q}|^2(f_k-f_{k+q})\delta(\omega_0-\varepsilon_{k+q}+\varepsilon_k)=2\gamma$, by (8) and (11).

## The static limit and the adiabatic phonon

Freeze the displacement at $A_q=a$, $A_{-q}=a^*$, with $2q$ not a reciprocal lattice vector. At $T=0$, second-order perturbation theory gives the electronic energy

$$E_2=-\frac{2|a|^2}{N}\sum_k|g_{k,q}|^2\frac{f_k(1-f_{k+q})-f_{k+q}(1-f_k)}{\varepsilon_{k+q}-\varepsilon_k}=|a|^2\Pi(q,0).$$

The first term is the excitation $k\to k+q$ and the second is its reverse. The elastic energy of the pair $\pm q$ is $\omega_0|a|^2/2$. The electrons thus change its coefficient from $\omega_0/2$ to $\omega_0/2+\Pi(q,0)$, and

$$\omega_{\rm ad}^2=\omega_0^2+2\omega_0\Pi(q,0).$$

A static frozen-phonon frequency already contains this response. Adding the whole of $\Pi(\omega)$ to it would count the static part twice. Subtracting the last equation from (7) gives, within this model,

$$\omega^2=\omega_{\rm ad}^2+2\omega_0[\Pi(q,\omega)-\Pi(q,0)]. \tag{12}$$

The bracket is the nonadiabatic correction. The prefactor stays $2\omega_0$ because $g$ was defined with $A=\sqrt{2\omega_0}\,u$.

## A continuum that can be solved

Consider a three-dimensional electron gas with $\varepsilon_k=k^2/2$, constant $g$ and $T=0$. Let $k_F$ be the Fermi wavevector, $v_F=k_F$ the Fermi velocity and $q\ll k_F$. With $c$ the cosine of the angle between $k$ and $q$, states near the Fermi surface obey

$$\varepsilon_{k+q}-\varepsilon_k\simeq qv_Fc,\qquad f_k-f_{k+q}\simeq qv_Fc\,\delta(\varepsilon_k-\varepsilon_F).$$

The density of states per cell of volume $V_c$, both spins included, follows from $2V_c\,4\pi k^2dk/(2\pi)^3=(V_ck/\pi^2)\,d\varepsilon$, so $N_F=V_ck_F/\pi^2$. With $s=\omega/(qv_F)$, (5) becomes

$$\Pi=\frac{g^2N_F}{2}\int_{-1}^{1}dc\,\frac{c}{s-c}
=\frac{g^2N_F}{2}\int_{-1}^{1}dc\left(-1+\frac{s}{s-c}\right),$$

$$\Pi=g^2N_F\left[-1+\frac s2\ln\frac{s+1}{s-1}\right],\qquad \operatorname{Im}s>0. \tag{13}$$

For real $0<s<1$, approached from above, $s-1$ has phase $\pi$, so the logarithm is $\ln[(1+s)/(1-s)]-i\pi$. Thus

$$\operatorname{Re}\Pi=g^2N_F\left[-1+\frac s2\ln\frac{1+s}{1-s}\right],\qquad
\operatorname{Im}\Pi=-\frac\pi2g^2N_Fs. \tag{14}$$

**Two limits.** At fixed $q$, $\omega\to0$ gives $\Pi\to-g^2N_F$. At fixed $\omega$, $q\to0$ means $s\to\infty$. Then $\ln[(s+1)/(s-1)]=2/s+2/(3s^3)+\cdots$ and $\Pi\to g^2N_F/(3s^2)\to0$. The limits do not commute. In the first, electrons cross a wavelength many times per period and follow the lattice. In the second, they barely move along the wave during a period.

For $s>1$ no electron in this small-$q$ model is fast enough to satisfy energy conservation, since $qv_Fc=\omega$ would need $c>1$. The damping given by the bubble vanishes. Near $s=1$ the real part in this small-$q$ form diverges logarithmically. The divergence comes from replacing $f_k-f_{k+q}$ by a delta function, which puts every electron at $|k|=k_F$. The true occupation difference fills a shell of thickness of order $q$, and averaging over it smooths the logarithm. Restoring only the recoil term $q^2/2$ in $\varepsilon_{k+q}-\varepsilon_k$ would merely move the divergence. With (5) integrated without the small-$q$ approximations, the continuum ends at $\omega=qv_F+q^2/2$ instead of $s=1$, $\operatorname{Re}\Pi$ stays finite at that edge, and at $s=1$ it is about $2.95\,g^2N_F$ for $q/k_F=0.004$. Its slope remains steep: for the parameters of the next section, at $\omega=\omega_0$ and hence $q\approx0.002$ bohr$^{-1}$, $|\Pi'|$ is already about one at $s=0.99$ and $s=1.01$, so the condition $|\Pi'|\ll1$ behind the expansion (10) fails near $s=1$.

## Numbers for the electron gas

Choose $k_F=0.5$ bohr$^{-1}$, $V_c=100$ bohr$^3$, $\omega_0=1.0\times10^{-3}$ Ha and $g=2.0\times10^{-3}$ Ha. These are model parameters, not those of a named metal. Then

$$N_F=\frac{100\times0.5}{\pi^2}=5.066\ \mathrm{Ha}^{-1},\qquad
g^2N_F=4.0\times10^{-6}\times5.066=2.026\times10^{-5}\ \mathrm{Ha}.$$

The ratio $g^2N_F/\omega_0=0.020$ is small. At $q=0.004$ bohr$^{-1}$, $s=0.001/(0.004\times0.5)=0.5$, and (14) gives

$$\operatorname{Re}\Pi(\omega_0)=-2.026\times10^{-5}\left(1-\tfrac14\ln3\right)=-1.470\times10^{-5}\ \mathrm{Ha},$$

$$\operatorname{Im}\Pi(\omega_0)=-\frac\pi4\times2.026\times10^{-5}=-1.592\times10^{-5}\ \mathrm{Ha}.$$

By (11) these are the first-order shift and minus the half-width. Solving (7) by repeated substitution, with the logarithm continued below the axis, gives

$$\Omega-\omega_0=-1.51\times10^{-5}\ \mathrm{Ha}=-0.41\ \mathrm{meV},\qquad
\gamma=1.61\times10^{-5}\ \mathrm{Ha}=0.44\ \mathrm{meV}.$$

The shift has changed by about $4\times10^{-7}$ Ha, which is the size $(g^2N_F)^2/\omega_0$ expected from (10). Terms outside the bubble enter at the same order in $g$, but their size is not computed here, so digits at this level belong to the bubble equation and are not established for the full model. Reading the half-width from $B(\omega)$, calculated on a fine frequency grid, also gives $1.61\times10^{-5}$ Ha. The energy lifetime $1/(2\gamma)$ is $0.75$ ps.

The adiabatic frequency is $\omega_0\sqrt{1-2\times0.02026}=0.9795\times10^{-3}$ Ha. Solving (7) at three wavevectors gives:

| $q$ (bohr$^{-1}$) | $\omega_0/(qv_F)$ | $\Omega$ ($10^{-3}$ Ha) | $\gamma$ ($10^{-5}$ Ha) |
|---|---|---|---|
| 0.020 | 0.1 | 0.9797 | 0.32 |
| 0.004 | 0.5 | 0.985 | 1.61 |
| 0.001 | 2.0 | 1.002 | 0 |

At the largest $q$ the electrons nearly follow the lattice: the frequency is close to adiabatic and the damping is small. At $s=0.5$ the shift and half-width are comparable. At the smallest $q$ the phonon lies above the electron-hole continuum, is undamped within the bubble approximation, and is slightly harder than $\omega_0$. Its frequency exceeds the adiabatic value by about $2.3\%$ of that value.

The constant $g$ matters for this last case. A long-wavelength vibration that couples to the total electron density would also induce Coulomb fields, which $H$ does not contain. The numbers describe the response of the stated model and do not settle that screening problem.
